\section*{Density-Matrix Purification of a Gapped Chain: Step Count and Truncation Error}

\section{What scale and symmetry fix}

Take a ring of $N$ cells, $N$ even, each with two orbitals $A$ and $B$. An electron hops between $A$ and $B$ of one cell with amplitude $t_1$, and between $A$ of one cell and $B$ of the cell to its left with amplitude $t_2$, where $t_1>t_2>0$. Site energies are zero and the lower half of the levels is filled, with two spins per level. This is a one-electron model: electron repulsion and lattice relaxation are left out.

The density matrix per spin, $P$, projects on the levels of negative energy. Multiplying $H$ by a positive number changes no sign of a level, so $P$ depends on the hoppings only through $r=t_2/t_1$. The levels will turn out to have full width $W=2(t_1+t_2)$ and gap $E_g=2(t_1-t_2)$, so we may equally use
\begin{equation}
\delta=\frac{E_g}{W}=\frac{1-r}{1+r},\qquad r=\frac{1-\delta}{1+\delta}.
\end{equation}
A decay length in cells, and a step count for an iteration started from $H$ scaled by its own width, can depend on the hoppings through $\delta$ alone.

Symmetry adds more. Reversing the sign of every $B$ orbital turns $H$ into $-H$. Levels therefore come in pairs $\pm E$, the chemical potential lies at zero, and $S=1-2P$ is the odd function $\mathrm{sign}(H)$.

McWeeny purification improves an approximate density matrix $X$ by $X'=3X^2-2X^3$. Put $X=(1-S)/2$:
\begin{align}
X'&=\tfrac14(1-S)^2\,[3-(1-S)]=\tfrac14(2-3S+S^3),\nonumber\\
S'&=1-2X'=\tfrac12(3S-S^3). \label{eq:map}
\end{align}
The map is odd, as the symmetry demands. A small eigenvalue of $S$ grows by $3/2$ per step. If $n(\delta)$ steps are needed from a smallest eigenvalue $\delta\ll1$, then $n(\delta)\simeq n(3\delta/2)+1$, which makes $n$ grow as $\ln(1/\delta)/\ln(3/2)$. The gap enters through a logarithm because each step rescales it by a fixed factor.

\section{Two cells by hand}

Let $t_1=3$ eV and $t_2=2$ eV. In a ring of two cells, $A_0$ couples to $B_0$ with 3 eV and to $B_1$ with 2 eV. The block of $H$ between the $A$ and $B$ orbitals is
\begin{equation}
D=\begin{pmatrix}3&2\\2&3\end{pmatrix}\ \text{eV},
\end{equation}
with eigenvalues 5 and 1 eV. The levels are $\pm5$ and $\pm1$ eV, so $W=10$ eV, $E_g=2$ eV and $\delta=0.2$.

Start from $S_0=H/(t_1+t_2)$, whose eigenvalues lie in $[-1,1]$. Its $A$--$B$ block is $M_0=D/(5\ \text{eV})$. Because $M$ is symmetric, the block of $S^3$ is $M^3$, and (\ref{eq:map}) becomes $M'=(3M-M^3)/2$. The diagonal and off-diagonal elements are
\begin{align}
M_0&:\ 0.6,\ 0.4; & M_0^2&:\ 0.52,\ 0.48; & M_0^3&:\ 0.504,\ 0.496;\nonumber\\
M_1&:\ \tfrac12(1.8-0.504)=0.648, & &\tfrac12(1.2-0.496)=0.352. & &
\end{align}
The eigenvalues of $M_1$ are $0.648\pm0.352$, that is 1 and 0.296. The first was already correct and stays; the second has grown from 0.2 by the factor 1.48. Both tend to 1, so $M$ tends to the unit matrix. Since the $A$--$B$ block of $X$ is $-M/2$, the result is $P(A_0,B_0)=-\frac12$ and $P(A_0,B_1)=0$.

Now discard the elements between different cells at the start. Then $M_0$ is $0.6$ times the unit matrix and still flows to the unit matrix: here the cut does no harm. Four cells show the difference. At wave number $k=\pi/2$ the block becomes the complex number $s_0=(3-2i)/5$, as the next section derives. Purification sends its modulus to 1 and keeps its phase, giving $(3-2i)/\sqrt{13}$. After the same cut $s_0=0.6$, which flows to 1. The result is a valid projector, that of isolated cells, but the wrong one. Purification cannot restore a lost phase.

\section{The chain in wave-number space}

For a quantity $f_m$ that connects $A$ in cell 0 to $B$ in cell $m$, define $f(k)=\sum_m f_m e^{ikm}$. The Hamiltonian has $t_1$ at $m=0$ and $t_2$ at $m=-1$, hence
\begin{equation}
H(k)=\begin{pmatrix}0&q\\q^*&0\end{pmatrix},\qquad q=t_1+t_2e^{-ik}.
\end{equation}
The levels are $\pm|q|$, with $|q|^2=t_1^2+t_2^2+2t_1t_2\cos k$. They run from $t_1-t_2$ at $k=\pi$ to $t_1+t_2$ at $k=0$, which gives the stated gap and width.

$S(k)$ has the same form with $s$ in place of $q$. Its square is $|s|^2$ times the unit matrix, so $S^3=|s|^2S$ and
\begin{equation}
s'=F(s)=\tfrac12 s\,(3-|s|^2),\qquad s_0=\frac{q}{t_1+t_2}. \label{eq:F}
\end{equation}
The factor in brackets is real and positive, so the phase is conserved and $s$ tends to $u=q/|q|$. The whole matrix iteration is one scalar iteration for each $k$.

\section{Counting the steps}

For the modulus $x=|s|$, $x'=x(3-x^2)/2$ has slope $3(1-x^2)/2\ge0$ on $[0,1]$. The order of moduli is preserved, and the band edge, $x_0=\delta$, is the slowest. The spectral-norm error of $X_n$ is thus $(1-x_n)/2$, with $x_n$ the band-edge value.

\emph{Lower bound.} Each step multiplies $x$ by at most $3/2$. An error of at most $\varepsilon$ requires $x_n\ge1-2\varepsilon$, so
\begin{equation}
n\ \ge\ \frac{\ln[(1-2\varepsilon)/\delta]}{\ln(3/2)}. \label{eq:low}
\end{equation}

\emph{Upper bound.} Let $\delta<\frac12$ and let $p$ be the first step with $x_p\ge\frac12$. Before it, the growth factor is at least $(3-\frac14)/2=11/8$. Going back from $x_{p-1}<\frac12$, the earlier values fall at least as fast as powers of $8/11$, and
\begin{equation}
\sum_{k<p-1}\frac{x_k^2}{3}\le\frac{1/12}{1-64/121}<0.18 .
\end{equation}
The exact product $x_{p-1}=\delta(3/2)^{p-1}\prod_{k<p-1}(1-x_k^2/3)$ is then at least $0.82\,\delta(3/2)^{p-1}$, because a product of factors $1-c_k$ with $0\le c_k\le1$ is not below $1-\sum c_k$. Since $x_{p-1}<\frac12$, $p<1+\ln(0.61/\delta)/\ln(3/2)$.

From there on follow $y=1-x^2$:
\begin{equation}
y'=1-\tfrac14(1-y)(2+y)^2=\tfrac14y^2(3+y)\le y^2. \label{eq:y}
\end{equation}
With $y_p\le\frac34$, $j$ further steps give $y\le(3/4)^{2^j}$. The error is $(1-x)/2\le y/2$, so for $\varepsilon\le\frac38$
\begin{equation}
n\le2+\frac{\ln(0.61/\delta)}{\ln(3/2)}+\log_2\frac{\ln(1/2\varepsilon)}{\ln(4/3)} . \label{eq:up}
\end{equation}
At fixed $\varepsilon$, (\ref{eq:low}) and (\ref{eq:up}) differ by a constant. The logarithm of $W/E_g$ is the time needed to open the gap; the accuracy costs only a double logarithm. If $H$ is divided by a bound $b>W/2$ instead of by $W/2$, the start is $E_g/2b$, and this value replaces $\delta$ in both bounds.

\section{Decay of the density matrix}

Let the ring be long and write $z=e^{ik}$. Then $q=t_1(1+r/z)$, $q^*=t_1(1+rz)$, and
\begin{equation}
u=\sqrt{q/q^*}=(1+r/z)^{1/2}(1+rz)^{-1/2}.
\end{equation}
Expanding both factors gives, for $m\ge0$,
\begin{equation}
u_m=\sum_{j\ge0}\binom{1/2}{j}\binom{-1/2}{m+j}r^{m+2j}.
\end{equation}
For large $m$, $\binom{-1/2}{m+j}\simeq(-1)^{m+j}/\sqrt{\pi m}$. The remaining sum over $j$ is the series of $(1-r^2)^{1/2}$. For $-m$ the two binomials exchange roles, and $\binom{1/2}{m}=\binom{-1/2}{m}/(1-2m)$ supplies another power of $m$:
\begin{equation}
u_m\simeq(-r)^m\sqrt{\frac{1-r^2}{\pi m}},\qquad
u_{-m}\simeq\frac{-(-r)^m}{2\sqrt{\pi(1-r^2)}\,m^{3/2}} . \label{eq:asym}
\end{equation}
The density matrix is $P(A_0,B_m)=-u_m/2$. Both directions share the decay length
\begin{equation}
\xi=\frac1{\ln(1/r)}=\frac{1}{2\,\mathrm{artanh}\,\delta}\ \text{cells},
\end{equation}
which tends to $W/2E_g$ for a small gap.

For $r=2/3$ and $m=10$, $r^{10}=0.01734$ and the root in (\ref{eq:asym}) is 0.1330, so the estimate is $P\simeq-1.153\times10^{-3}$. Diagonalizing a ring of 200 cells gives $-1.159\times10^{-3}$.

At $r=1$ the gap closes. Then $u=e^{-ik/2}$ for $|k|<\pi$ and $u_m=(-1)^m/[\pi(m+\frac12)]$: the exponential is replaced by a power law. The level at $k=\pi$ has $s=0$, a fixed point of (\ref{eq:F}), so $X$ keeps the eigenvalue $\frac12$ there and in exact arithmetic purification never reaches a projector. The fixed point is unstable: rounding errors grow by $3/2$ per step and finally send these two eigenvalues to 0 or 1 at random, possibly with the wrong electron number.

\section{No iterate has a longer decay length}

Cutting takes place during the iteration, so the range of the intermediate matrices matters too. By (\ref{eq:F}), $s_{n+1}=s_n(1+y_n/2)$ with $y_n=1-|s_n|^2$. Therefore $s_n=s_0G_n$, where
\begin{equation}
G_n=\prod_{k<n}\Bigl(1+\frac{y_k}2\Bigr),\qquad y_0=\frac{t_1t_2}{(t_1+t_2)^2}\Bigl(2-z-\frac1z\Bigr).
\end{equation}
Replace $z$ by $-z$, which changes only signs of coefficients. Now $y_0$ has no negative coefficient, and by (\ref{eq:y}) neither has any later $y_k$. The coefficients of $G_n$ are nonnegative and can only rise with $n$. Their limit belongs to $1/|s_0|$, which after the replacement is $(1+r)(1-rz)^{-1/2}(1-r/z)^{-1/2}$. With $b_j=\binom{2j}{j}/4^j\le1$, its coefficients are
\begin{equation}
(1+r)\sum_{j\ge0}b_{|m|+j}b_j\,r^{|m|+2j}\le\frac{r^{|m|}}{1-r}.
\end{equation}
Multiplication by $s_0=(1+r/z)/(1+r)$ adds two neighbouring coefficients, the second with weight $r$. The less favourable direction gives
\begin{equation}
|s_{n,m}|\le\frac{2r^{|m|}}{1-r^2}\quad\text{for every }n. \label{eq:iter}
\end{equation}

This bounds the exponential rate only. Single elements of an iterate can exceed those of the limit $u$; for $r=2/3$ they do so by a factor of about two at $m=-10$.

\section{Cutting every iterate}

The algorithm for a cut at distance $R\ge1$ is:
\begin{enumerate}
\item Set $X_0=\frac12[1-H/(t_1+t_2)]$.
\item Form $3X^2-2X^3$ and set elements between cells more than $R$ apart to zero.
\item Stop the run as failed if $|\sigma(k)|>\sqrt2$ at any $k$, where $\sigma$ is the $A$--$B$ symbol of $1-2X$.
\item Repeat steps 2 and 3 for the $n$ steps found without a cut.
\end{enumerate}

To see what happens to a small error $V$ near the end, expand the map about $P$ to first order, with $P^2=P$ and $Q=1-P$:
\begin{equation}
3(PV+VP)-2(PV+PVP+VP)=PVQ+QVP .
\end{equation}
Errors within the occupied or the empty space vanish. Those that mix the two survive unchanged. The cut keeps the translation symmetry and the $A$--$B$ structure of $S$, and for such errors the mixing part is the phase error of the four-cell example.

For a bound on the whole run, measure $f$ by $\|f\|^2=\sum_m|f_m|^2=\int|f(k)|^2dk/2\pi$. The row error $d$ of $X$, its Frobenius-norm error divided by the square root of the number of orbitals, is half of $\|\sigma-u\|$. A small change of $s$ along its own direction is multiplied by $3(1-|s|^2)/2$, and a perpendicular one by $(3-|s|^2)/2$. For $|s|\le\sqrt2$ neither exceeds $3/2$ in size. Cutting cannot increase the norm, so
\begin{equation}
\|\sigma_n-s_n\|\le\tfrac32\|\sigma_{n-1}-s_{n-1}\|+\tau ,
\end{equation}
where $\tau$ bounds the discarded part of the uncut $s_n$. Summing the squares of (\ref{eq:iter}) over both directions gives $\tau^2=8r^{2R+2}/(1-r^2)^3$. The starting matrix $X_0$ fits inside the range and starts without error. Adding the geometric series, halving, and including the error $\varepsilon$ of the uncut iteration yields
\begin{equation}
d_n\le\bigl[(3/2)^n-1\bigr]\frac{2\sqrt2\,r^{R+1}}{(1-r^2)^{3/2}}+\varepsilon. \label{eq:dup}
\end{equation}
From below, no matrix of range $R$ can be closer to $P$ than the part of $P$ outside that range, and this tail decays as $r^R/\sqrt R$ by (\ref{eq:asym}). By (\ref{eq:up}), $(3/2)^n$ is at most a constant times $1/\delta$ and a power of $\ln(1/\varepsilon)$. Choosing $\varepsilon$ of order $r^R$ costs only a power of $R$. The error therefore follows the exponential decay of the density matrix.

The condition $|\sigma|\le\sqrt2$ is met for large enough $R$. The kept coefficients number $2R+1$, so their error at any $k$ is at most $\sqrt{2R+1}$ times their norm error, which still vanishes as $R$ grows. This holds even when $n$ rises with $R$ to reach $\varepsilon\sim r^R$, because $(3/2)^n$ then grows only as a power of $R$. For $R$ short compared with $\xi$ there is no such guarantee.

\section{The energy error is quadratic}

With two spins, the energy per cell is $-2\int\mathrm{Re}(q^*s)\,dk/2\pi$. For $R\ge1$ the last cut removes only elements that $H$ does not touch, so the energy may be evaluated with $F(\sigma)$, where $\sigma$ is the iterate before the last step. Write $\sigma=u(1+a+ib)$ with real $a$, $b$:
\begin{align}
\mathrm{Re}[u^*F(\sigma)]&=\tfrac12(1+a)(2-2a-a^2-b^2)\nonumber\\
&=1-\tfrac12[a^2(3+a)+b^2(1+a)].
\end{align}
The terms linear in $a$ cancel, and $b$ enters only squared. Hence
\begin{equation}
\Delta E=\int\frac{dk}{2\pi}\,|q|\,[a^2(3+a)+b^2(1+a)] .
\end{equation}
Let $1+a\ge\frac12$ and $|\sigma|\le\sqrt2$. The bracket then lies between $\frac12(a^2+b^2)$ and $4(a^2+b^2)$, while $E_g/2\le|q|\le W/2$. Since $\int(a^2+b^2)\,dk/2\pi=4d_{n-1}^2$,
\begin{equation}
E_g\,d_{n-1}^2\le\Delta E\le8W\,d_{n-1}^2 .
\end{equation}
The energy lies above its true value in this model. The bound involves $d_{n-1}$, which contains the uncut error one step before the end. If that error is already of order $r^R$, which takes one step more than reaching $\varepsilon\sim r^R$, the excess decays as $r^{2R}$ up to powers of $R$. Stopping at the first step that reaches $\varepsilon\sim r^R$ can leave an excess of order $r^R$.

\section{Numbers}

For $t_1=3$ eV, $t_2=2$ eV, 200 cells and $\varepsilon=10^{-10}$, the uncut iteration takes nine steps:
\begin{center}
\begin{tabular}{ccc}
step & $x_n$ & spectral-norm error of $X_n$\\
0 & 0.2000 & $4.00\times10^{-1}$\\
2 & 0.4310 & $2.84\times10^{-1}$\\
4 & 0.7982 & $1.01\times10^{-1}$\\
6 & 0.9952 & $2.39\times10^{-3}$\\
7 & 1.0000 & $1.71\times10^{-5}$\\
8 & 1.0000 & $8.8\times10^{-10}$
\end{tabular}
\end{center}
The first steps open the gap and reduce the error slowly. At every step an error $e$ becomes $3e^2-2e^3$, and once $e$ is small the square dominates: from step 6, $3(2.39\times10^{-3})^2=1.71\times10^{-5}$. At fixed $W$, diagonalization references for rings of 60 cells give these counts:
\begin{center}
\begin{tabular}{ccc}
$E_g/W$ & steps & bounds (\ref{eq:low}), (\ref{eq:up})\\
0.200 & 9 & 4.0, 11.0\\
0.050 & 12 & 7.4, 14.4\\
0.010 & 16 & 11.4, 18.4\\
0.002 & 20 & 15.3, 22.4
\end{tabular}
\end{center}
Reducing the gap a hundredfold adds 11 steps; the logarithm gives $\ln100/\ln1.5=11.4$.

With cutting, the first chain ($\xi=2.47$ cells) gives, relative to diagonalization,
\begin{center}
\begin{tabular}{cccc}
$R$ & tail of $P$ & row error of $X$ & $\Delta E$ (eV/cell)\\
6 & $6.0\times10^{-3}$ & $7.4\times10^{-3}$ & $5.0\times10^{-4}$\\
12 & $3.94\times10^{-4}$ & $4.67\times10^{-4}$ & $2.2\times10^{-6}$\\
18 & $2.88\times10^{-5}$ & $3.32\times10^{-5}$ & $1.2\times10^{-8}$\\
24 & $2.21\times10^{-6}$ & $2.50\times10^{-6}$ & $7.3\times10^{-11}$
\end{tabular}
\end{center}
The tail is measured as a row error too. For this chain and these ranges the algorithm loses little against the best possible matrix of the same range: its error exceeds the tail by 22\% at $R=6$ and 13\% at $R=24$. The bound (\ref{eq:dup}) is far weaker, about $10^{-2}$ at $R=24$; it fixes the rate, not the size.

Between $R=12$ and 24, divide out the factor $R^{-1/2}$ of the tail. The decay rate of the row error is
\begin{equation}
\frac{\ln(4.665\times10^{-4}/2.500\times10^{-6})-\frac12\ln2}{12}=0.407
\end{equation}
per cell, against $\ln(1/r)=0.405$. The energy, with $R^{-1}$ divided out, decays at 0.802, close to twice that value, 0.811.

Halving the gap at the same width ($t_1=2.75$ eV, $t_2=2.25$ eV) doubles $\xi$ to 4.98 cells but takes only ten steps. At $R=48$ the row error is $2.4\times10^{-6}$, nearly that of the first chain at $R=24$. The closeness is partly accidental: summing the squares of (\ref{eq:asym}) gives a tail of about $r^{R+1}/(2\sqrt{\pi R})$, so doubling both $\xi$ and $R$ at small gap lowers it by about $\sqrt2$, and here a larger $r^{R+1}$ happens to offset that factor. For a small gap the range needed at a given accuracy thus grows roughly as $W/E_g$, while the number of steps grows as its logarithm. A direct product of two matrices of range $R$ takes about $R^2$ operations per cell, so in this chain the range, more than the step count, makes small gaps expensive.

All numerical values are calculated from the stated model.
